# Photon Shot Noise and the Trade-off between Resolution, Roughness and Dose: a program that tests the result

```python
"""
Photon shot noise and the resolution-roughness-dose relation.

Result under test: for a Gaussian blur of width sigma = beta*R, the rms edge
displacement L obeys L^2 = 1/(n0*V*g^2), where
  R  = half-pitch (nm),            D = mean incident dose (mJ/cm^2),
  n0 = alpha*D/E = mean density of absorbed photons (nm^-3),
  V  = 8*pi^(3/2)*sigma^3 = blur volume,
  g  = logarithmic slope of the blurred image at the edge (nm^-1).
If g is proportional to 1/R, then R*L^2*D = R^3*(L/R)^2*D is constant.
If g is independent of R, then R^3*L^2*D is constant.
The formulas are compared with quadrature and with a Monte Carlo simulation
that locates the threshold crossing of a random sum of photon responses.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

WAVELENGTH_NM = 13.5
ALPHA = 0.005             # absorption coefficient, nm^-1
BETA = 0.25               # blur width divided by half-pitch
MODULATION = 0.8          # image modulation before blur
R_REF, D_REF = 16.0, 60.0
FIXED_SLOPE = 0.1         # nm^-1, for the family with fixed log-slope
TRIALS = 3000
DOSE_UNIT = 1.0e-17       # 1 mJ/cm^2 expressed in J/nm^2

photon_energy = constants.h * constants.c / (WAVELENGTH_NM * 1e-9)
rng = np.random.default_rng(20417)


def absorbed_density(dose):
    return ALPHA * dose * DOSE_UNIT / photon_energy


def blur_volume(sigma):
    return 8 * np.pi**1.5 * sigma**3


def blur_factor():
    return np.exp(-np.pi**2 * BETA**2 / 2)


def log_slope(half_pitch, modulation):
    return np.pi * modulation * blur_factor() / half_pitch


def roughness_formula(half_pitch, dose, modulation):
    number = absorbed_density(dose) * blur_volume(BETA * half_pitch)
    return 1 / (np.sqrt(number) * log_slope(half_pitch, modulation))


def simulate(half_pitch, dose, modulation):
    """Return rms edge displacement and signal variance at the mean edge.

    Absorptions fill a cylinder around the x axis. For a uniform density the
    variable q = (y^2+z^2)/(2 sigma^2) is uniform, and exp(-q) is the
    transverse part of the Gaussian response.
    """
    sigma = BETA * half_pitch
    density = absorbed_density(dose)
    q_max = 9.0
    area = 2 * np.pi * sigma**2 * q_max
    bins = int(round(12 * sigma / 0.25))
    dx = 12 * sigma / bins
    x = (np.arange(bins) + 0.5) * dx - 6 * sigma
    mean_counts = density * area * dx * (
        1 + modulation * np.sin(np.pi * x / half_pitch))
    points = np.linspace(-2 * sigma, 2 * sigma, 33)
    kernel = np.exp(-(x[:, None] - points[None, :])**2 / (2 * sigma**2))
    kernel /= (2 * np.pi)**1.5 * sigma**3
    edges, centre_signal = [], []
    chunk = 250
    for _ in range(TRIALS // chunk):
        counts = rng.poisson(mean_counts, size=(chunk, bins))
        ends = np.concatenate(([0], np.cumsum(counts.ravel())))
        weights = np.exp(-q_max * rng.random(ends[-1]))
        running = np.concatenate(([0.0], np.cumsum(weights)))
        bin_weight = np.diff(running[ends]).reshape(chunk, bins)
        signal = bin_weight @ kernel
        above = signal >= density
        k = np.argmax(above, axis=1)
        assert np.all(k > 0), "no threshold crossing in the window"
        row = np.arange(chunk)
        low, high = signal[row, k - 1], signal[row, k]
        step = points[1] - points[0]
        edges.append(points[k - 1] + step * (density - low) / (high - low))
        centre_signal.append(signal[:, 16])
    return np.std(np.concatenate(edges)), np.var(np.concatenate(centre_signal))


# Blur volume from its definition, by radial quadrature.
sigma_ref = BETA * R_REF
kernel_square = quad(
    lambda r: 4 * np.pi * r**2 * np.exp(-r**2 / sigma_ref**2)
    / ((2 * np.pi)**3 * sigma_ref**6), 0, 12 * sigma_ref)[0]
volume_quadrature = 1 / kernel_square
assert abs(volume_quadrature / blur_volume(sigma_ref) - 1) < 1e-7


# Log-slope from a numerically blurred image and a finite difference.
def blurred_image(position):
    return quad(
        lambda u: np.exp(-u**2 / (2 * sigma_ref**2))
        / (np.sqrt(2 * np.pi) * sigma_ref)
        * (1 + MODULATION * np.sin(np.pi * (position - u) / R_REF)),
        -10 * sigma_ref, 10 * sigma_ref, epsabs=1e-12, epsrel=1e-12)[0]


h = 0.01
slope_numeric = (blurred_image(h) - blurred_image(-h)) / (2 * h)
slope_numeric /= blurred_image(0.0)
slope_ref = log_slope(R_REF, MODULATION)
assert abs(slope_numeric / slope_ref - 1) < 1e-5

# Two families of images at the same dose. Tolerances cover sampling error
# (about 1.3 percent in L) and the neglected nonlinear edge shift.
half_pitches = np.array([12.0, 16.0, 20.0])
fixed_modulation = [MODULATION] * 3
fixed_slope = [FIXED_SLOPE * R / (np.pi * blur_factor()) for R in half_pitches]
tables, exponents = [], []
for modulations in (fixed_modulation, fixed_slope):
    rows = []
    for R, m in zip(half_pitches, modulations):
        L_mc, variance = simulate(R, D_REF, m)
        L_formula = roughness_formula(R, D_REF, m)
        variance_formula = absorbed_density(D_REF) / blur_volume(BETA * R)
        assert abs(variance / variance_formula - 1) < 0.12
        assert abs(L_mc / L_formula - 1) < 0.10
        rows.append((R, m, L_formula, L_mc, variance / variance_formula))
    tables.append(rows)
    L_values = np.array([row[3] for row in rows])
    exponents.append(np.polyfit(np.log(half_pitches),
                                np.log(L_values**2), 1)[0])
assert abs(exponents[0] + 1) < 0.25
assert abs(exponents[1] + 3) < 0.35

# Dose exponent at fixed half-pitch.
L_ref_mc = tables[0][1][3]
L_half_dose = simulate(R_REF, D_REF / 2, MODULATION)[0]
L_double_dose = simulate(R_REF, D_REF * 2, MODULATION)[0]
doses = np.array([D_REF / 2, D_REF, D_REF * 2])
dose_exponent = np.polyfit(
    np.log(doses),
    2 * np.log([L_half_dose, L_ref_mc, L_double_dose]), 1)[0]
assert abs(dose_exponent + 1) < 0.12

# Halved half-pitch: doses that keep L/R or L, simulated directly.
L_eightfold = simulate(R_REF / 2, 8 * D_REF, MODULATION)[0]
L_twofold = simulate(R_REF / 2, 2 * D_REF, MODULATION)[0]
assert abs((L_eightfold / (R_REF / 2)) / (L_ref_mc / R_REF) - 1) < 0.07
assert abs(L_twofold / L_ref_mc - 1) < 0.09

# Explicit constant compared with the simulated product.
modulation_blurred = MODULATION * blur_factor()
constant = 1 / (8 * np.pi**3.5 * BETA**3 * modulation_blurred**2)
dose_constant = constant * photon_energy / ALPHA / DOSE_UNIT
for R, m, L_formula, L_mc, ratio in tables[0]:
    assert abs(D_REF * R * L_mc**2 / dose_constant - 1) < 0.15

density_ref = absorbed_density(D_REF)
number_ref = density_ref * blur_volume(sigma_ref)
L_ref = roughness_formula(R_REF, D_REF, MODULATION)
print("WORKED EXAMPLE")
print(f"wavelength = {WAVELENGTH_NM:.1f} nm")
print(f"photon energy = {photon_energy / constants.e:.2f} eV"
      f" = {photon_energy:.4e} J")
print(f"half-pitch R = {R_REF:.1f} nm, dose D = {D_REF:.1f} mJ/cm^2")
print(f"absorption coefficient = {ALPHA:.4f} nm^-1")
print(f"beta = {BETA:.2f}, blur width sigma = {sigma_ref:.2f} nm")
print(f"incident photons = {density_ref / ALPHA:.3f} nm^-2")
print(f"absorbed photon density n0 = {density_ref:.5f} nm^-3")
print(f"blur volume: formula {blur_volume(sigma_ref):.2f} nm^3,"
      f" quadrature {volume_quadrature:.2f} nm^3")
print(f"mean photons in blur volume N = {number_ref:.2f}")
print(f"relative signal noise = {100 / np.sqrt(number_ref):.3f} percent")
print(f"modulation before blur = {MODULATION:.3f},"
      f" after blur = {modulation_blurred:.4f}")
print(f"log-slope g: formula {slope_ref:.5f} nm^-1,"
      f" numerical {slope_numeric:.5f} nm^-1")
print(f"rms roughness L, formula = {L_ref:.4f} nm, 3L = {3 * L_ref:.3f} nm")
print(f"rms roughness L, simulation = {L_ref_mc:.4f} nm")
print(f"relative roughness L/R, formula = {L_ref / R_REF:.5f}")
print(f"constant n0*R*L^2 = {constant:.4f} (dimensionless)")
print(f"constant D*R*L^2 = {dose_constant:.2f} (mJ/cm^2) nm^3")
names = ("FIXED MODULATION (log-slope proportional to 1/R)",
         "FIXED LOG-SLOPE")
for name, rows, exponent in zip(names, tables, exponents):
    print(f"{name}, D = {D_REF:.0f} mJ/cm^2, simulated products")
    for R, m, L_formula, L_mc, ratio in rows:
        print(f"R={R:.0f} nm: m={m:.3f}, g={log_slope(R, m):.4f} nm^-1,"
              f" L formula={L_formula:.4f} nm, L sim={L_mc:.4f} nm")
        print(f"  D*R*L^2={D_REF * R * L_mc**2:.1f} (mJ/cm^2) nm^3,"
              f" D*R^3*L^2={D_REF * R**3 * L_mc**2:.0f} (mJ/cm^2) nm^5,"
              f" variance sim/formula={ratio:.3f}")
    print(f"simulated exponent of L^2 in R = {exponent:.3f}")
print("DOSE DEPENDENCE at the reference half-pitch")
print(f"L sim at {D_REF / 2:.0f} mJ/cm^2 = {L_half_dose:.4f} nm,"
      f" at {2 * D_REF:.0f} mJ/cm^2 = {L_double_dose:.4f} nm")
print(f"simulated exponent of L^2 in D = {dose_exponent:.3f}")
print(f"HALVED HALF-PITCH, R = {R_REF / 2:.0f} nm, same modulation")
print(f"D = {8 * D_REF:.0f} mJ/cm^2: L sim = {L_eightfold:.4f} nm,"
      f" L/R = {L_eightfold / (R_REF / 2):.5f}"
      f" (reference sim {L_ref_mc / R_REF:.5f})")
print(f"D = {2 * D_REF:.0f} mJ/cm^2: L sim = {L_twofold:.4f} nm"
      f" (reference sim {L_ref_mc:.4f} nm)")
print(f"simulated exposures per case = {TRIALS}")
print("success")
```

Running it gives:

```
WORKED EXAMPLE
wavelength = 13.5 nm
photon energy = 91.84 eV = 1.4714e-17 J
half-pitch R = 16.0 nm, dose D = 60.0 mJ/cm^2
absorption coefficient = 0.0050 nm^-1
beta = 0.25, blur width sigma = 4.00 nm
incident photons = 40.776 nm^-2
absorbed photon density n0 = 0.20388 nm^-3
blur volume: formula 2850.98 nm^3, quadrature 2850.98 nm^3
mean photons in blur volume N = 581.26
relative signal noise = 4.148 percent
modulation before blur = 0.800, after blur = 0.5877
log-slope g: formula 0.11539 nm^-1, numerical 0.11539 nm^-1
rms roughness L, formula = 0.3595 nm, 3L = 1.078 nm
rms roughness L, simulation = 0.3642 nm
relative roughness L/R, formula = 0.02247
constant n0*R*L^2 = 0.4215 (dimensionless)
constant D*R*L^2 = 124.04 (mJ/cm^2) nm^3
FIXED MODULATION (log-slope proportional to 1/R), D = 60 mJ/cm^2, simulated products
R=12 nm: m=0.800, g=0.1539 nm^-1, L formula=0.4151 nm, L sim=0.4243 nm
  D*R*L^2=129.6 (mJ/cm^2) nm^3, D*R^3*L^2=18662 (mJ/cm^2) nm^5, variance sim/formula=1.023
R=16 nm: m=0.800, g=0.1154 nm^-1, L formula=0.3595 nm, L sim=0.3642 nm
  D*R*L^2=127.3 (mJ/cm^2) nm^3, D*R^3*L^2=32593 (mJ/cm^2) nm^5, variance sim/formula=1.016
R=20 nm: m=0.800, g=0.0923 nm^-1, L formula=0.3215 nm, L sim=0.3230 nm
  D*R*L^2=125.2 (mJ/cm^2) nm^3, D*R^3*L^2=50071 (mJ/cm^2) nm^5, variance sim/formula=1.005
simulated exponent of L^2 in R = -1.068
FIXED LOG-SLOPE, D = 60 mJ/cm^2, simulated products
R=12 nm: m=0.520, g=0.1000 nm^-1, L formula=0.6386 nm, L sim=0.6593 nm
  D*R*L^2=313.0 (mJ/cm^2) nm^3, D*R^3*L^2=45066 (mJ/cm^2) nm^5, variance sim/formula=1.018
R=16 nm: m=0.693, g=0.1000 nm^-1, L formula=0.4148 nm, L sim=0.4145 nm
  D*R*L^2=164.9 (mJ/cm^2) nm^3, D*R^3*L^2=42222 (mJ/cm^2) nm^5, variance sim/formula=0.993
R=20 nm: m=0.867, g=0.1000 nm^-1, L formula=0.2968 nm, L sim=0.2993 nm
  D*R*L^2=107.5 (mJ/cm^2) nm^3, D*R^3*L^2=42989 (mJ/cm^2) nm^5, variance sim/formula=1.016
simulated exponent of L^2 in R = -3.099
DOSE DEPENDENCE at the reference half-pitch
L sim at 30 mJ/cm^2 = 0.5103 nm, at 120 mJ/cm^2 = 0.2528 nm
simulated exponent of L^2 in D = -1.013
HALVED HALF-PITCH, R = 8 nm, same modulation
D = 480 mJ/cm^2: L sim = 0.1817 nm, L/R = 0.02271 (reference sim 0.02276)
D = 120 mJ/cm^2: L sim = 0.3618 nm (reference sim 0.3642 nm)
simulated exposures per case = 3000
success
```
